# Interband tunnelling and transverse momentum in a massive Dirac monolayer, part 1

(Sections cited here and not found follow in the second part.)

## 1. The tunnelling probability

In a monolayer junction with a gap of 1.7 eV, a band velocity of $5.32\times10^5$ m/s and a uniform field of 5 MV/cm, an electron arriving head-on at the gap tunnels with probability $2.3\times10^{-6}$. One arriving with transverse wavevector 0.48 nm$^{-1}$ tunnels 0.60 times as often. If the gap is raised to 2.0 eV, with the band velocity and field held fixed, the first number falls by a factor of about 150, while the ratio 0.60 stays the same. In this two-band model with a uniform field, the gap affects how many carriers pass, but not how their transverse momenta are spread. Both facts follow from one integral.

### Model and conventions

Near one valley of the monolayer, the two-band Hamiltonian is

$$H=A(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z+U(x),\qquad k_x=-i\,\partial_x .$$

Here $A=\hbar v$, with $v$ the Dirac velocity, and $\Delta=E_g/2$ is half the gap. The Pauli matrices act on the two band amplitudes. The potential energy of the electron is $U=-Fx$, so the force on it is $-dU/dx=F$, taken positive. Numerically, $F$ in eV/nm is the field in V/nm, and 1 MV/cm is 0.1 V/nm. With $A$ in eV nm, the product $AF$ has the unit eV$^2$.

The model describes independent electrons in a clean sheet. It has no phonons, defects or electron–electron scattering, and the field is uniform over the whole tunnelling path. In the other valley $k_x$ changes sign. Conjugation with $\sigma_y$ restores that sign and changes $\Delta$ to $-\Delta$. The results below depend on $\Delta^2$, so they hold for both valleys.

Since $U$ does not depend on $y$, solutions have the form $e^{ik_yy}\chi(x)$ with $k_y$ constant. At total energy $E$ the local energy is

$$\varepsilon(x)=E-U(x)=E+Fx,$$

and the equation for $\chi$ becomes

$$-iA\sigma_x\chi'+(Ak_y\sigma_y+\Delta\sigma_z)\chi=\varepsilon\chi. \tag{1}$$

To find the conserved flux, multiply (1) from the left by $\chi^\dagger$ and subtract the complex conjugate of the result. The terms without a derivative are real and cancel, which leaves $-iA(\chi^\dagger\sigma_x\chi)'=0$. The particle flux $(A/\hbar)\chi^\dagger\sigma_x\chi$ is therefore the same at every $x$.

### Local bands and the direction of motion

Where $\varepsilon$ varies slowly, a local plane wave satisfies $(Ak_x\sigma_x+Ak_y\sigma_y+\Delta\sigma_z)u=\varepsilon u$. Applying the matrix twice removes all cross terms, because different Pauli matrices anticommute:

$$\varepsilon^2=m^2+A^2k_x^2,\qquad m^2=\Delta^2+A^2k_y^2. \tag{2}$$

Motion along $x$ at fixed $k_y$ is that of a one-dimensional Dirac particle with half-gap $m$. Transverse momentum acts as extra gap.

Differentiating (2) gives the velocity $v_x=(1/\hbar)\,\partial\varepsilon/\partial k_x=A^2k_x/(\hbar\varepsilon)$. On the left, where $\varepsilon<-m$, the electron is in the valence band, and it moves to the right if $k_x<0$. On the right, where $\varepsilon>m$, it is in the conduction band and moves to the right if $k_x>0$. The force raises $k_x$. An incident valence electron is brought to $k_x=0$ at the band edge. It then either turns back in the valence band or appears on the far side of the gap in the conduction band.

### The WKB exponent

Write $\chi=e^{i\varphi(x)}u(x)$ and insert it in (1). If $u$ varies slowly compared with the phase, the term in $u'$ is dropped at leading order. What remains is the local plane-wave equation with $k_x=\varphi'$. For $|\varepsilon|<m$, equation (2) gives $k_x^2<0$, and the solution that decays to the right has

$$k_x=i\kappa,\qquad \kappa=\frac{\sqrt{m^2-\varepsilon^2}}{A}. \tag{3}$$

The turning points are $\varepsilon=\pm m$. Since $d\varepsilon=F\,dx$, they lie a distance $2m/F$ apart. The amplitude falls by $\exp(-\int\kappa\,dx)$ between them, and the flux by the square of that factor. With $T=e^{-S}$,

$$S=2\int\kappa\,dx=\frac{2}{AF}\int_{-m}^{m}\sqrt{m^2-\varepsilon^2}\,d\varepsilon .$$

The substitution $\varepsilon=m\sin\theta$ turns the integral into $m^2\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi m^2/2$, the area of a half disc of radius $m$. Hence

$$S=\frac{\pi m^2}{AF}=\frac{\pi(\Delta^2+A^2k_y^2)}{AF}. \tag{4}$$

The energy $E$ has dropped out. In a uniform field, a change of $E$ only moves the tunnelling region along $x$.

The decay constant is largest at midgap, where it equals $m/A$. Equation (4) can be written as $S=2\cdot(\pi/4)\cdot(m/A)\cdot(2m/F)$, so the mean decay constant is $\pi/4$ of the largest one.

### The same exponent in terms of the mass

Expanding (2) at $k_y=0$ near the conduction edge gives $\varepsilon\approx\Delta+A^2k_x^2/(2\Delta)$. The band-edge mass is thus $m^*=\hbar^2\Delta/A^2$, or $A=\hbar\sqrt{\Delta/m^*}$. Insertion in (4) at $k_y=0$ gives

$$S_0=\frac{\pi\Delta^2}{AF}=\frac{\pi\sqrt{m^*}\,\Delta^{3/2}}{\hbar F}=\frac{\pi\sqrt{m^*}\,E_g^{3/2}}{2\sqrt2\,\hbar F}.$$

At fixed velocity the exponent grows as $E_g^2$, and at fixed mass as $E_g^{3/2}$. A scaling argument must say which of the two is held.

Suppose the two-band gap is replaced by a one-band triangular barrier of height $E_g$ with the same mass. Then $\kappa=\sqrt{2m^*q}/\hbar$, with $q$ running from 0 to $E_g$, and

$$S_{\rm tri}=\frac{2\sqrt{2m^*}}{\hbar F}\int_0^{E_g}\sqrt q\,dq=\frac{4\sqrt{2m^*}\,E_g^{3/2}}{3\hbar F}=\frac{16}{3\pi}S_0 .$$

The one-band exponent is too large by a factor of 1.70. It lets $\kappa$ grow all the way across the gap, whereas in the two-band model $\kappa$ returns to zero at the second band edge.

### The prefactor

The leading WKB argument fixes the exponent but not the factor in front of it, since the slow-variation assumption fails at the turning points. For an unbounded uniform field, (1) can be solved completely.

The matrices $\sigma_x$ and $(Ak_y\sigma_y+\Delta\sigma_z)/m$ belong to two perpendicular unit vectors. A spin rotation can take them to $\sigma_z$ and $\sigma_x$. Define

$$s=\frac{\varepsilon}{\sqrt{AF}},\qquad \mu=\frac{m}{\sqrt{AF}},\qquad \nu=\frac{\mu^2}{2}.$$

Since $ds/dx=\sqrt{F/A}$, we have $A\,d/dx=\sqrt{AF}\,d/ds$. With primes now denoting $d/ds$, the two components obey

$$-i\psi_1'+\mu\psi_2=s\psi_1,\qquad i\psi_2'+\mu\psi_1=s\psi_2. \tag{5}$$

The flux is proportional to $|\psi_1|^2-|\psi_2|^2$. Far from the gap, where $|s|\gg\mu$, the coupling is small compared with $s$. There $\psi_1$ is the wave moving right and $\psi_2$ the wave moving left.

The second equation in (5) gives $\psi_1=(s\psi_2-i\psi_2')/\mu$. Insert this in the first equation and multiply by $\mu$:

$$-i\psi_2-is\psi_2'-\psi_2''+\mu^2\psi_2=s^2\psi_2-is\psi_2' .$$

The terms in $s\psi_2'$ cancel, so

$$\psi_2''+(s^2-\mu^2+i)\psi_2=0 .$$

Now set $\psi_2=e^{is^2/2}w(s)$. Then $\psi_2''=e^{is^2/2}[w''+2isw'+(i-s^2)w]$, and

$$w''+2isw'+(2i-\mu^2)w=0. \tag{6}$$

A solution is

$$w(s)=\int_0^\infty f(t)\,e^{-(1-i)st}\,dt,\qquad f(t)=t^{i\nu}e^{-t^2/2}. \tag{7}$$

To verify it, note that $w''$ brings a factor $(1-i)^2t^2=-2it^2$ under the integral. In $2isw'$, the factor $-(1-i)st\,e^{-(1-i)st}$ equals $t\,\partial_te^{-(1-i)st}$. Integration by parts moves the derivative onto $tf$, and the boundary terms vanish at both ends. This contributes $-2i(tf)'=-2i(1+i\nu-t^2)f=(-2i+2\nu+2it^2)f$. The sum of all terms in (6) is then

$$(-2it^2-2i+2\nu+2it^2+2i-\mu^2)f=(2\nu-\mu^2)f=0 .$$

**Right side, $s\to+\infty$.** Only $t$ of order $1/s$ contributes to (7), so $e^{-t^2/2}$ may be replaced by 1:

$$w\to\frac{\Gamma(1+i\nu)}{[(1-i)s]^{1+i\nu}} .$$

Since $1-i=\sqrt2\,e^{-i\pi/4}$, the modulus of the denominator is $\sqrt2\,s\,e^{\pi\nu/4}$. Thus $\psi_2\to0$, and no wave enters from the right, as a transmission problem requires. For the other component,

$$\psi_1=\frac{s\psi_2-i\psi_2'}{\mu}=\frac{e^{is^2/2}}{\mu}(2sw-iw')\to\frac{2s\,w\,e^{is^2/2}}{\mu},$$

because $w'$ falls as $1/s^2$. The transmitted flux, in the units of (5), is

$$|\psi_1|^2=\frac{4s^2}{\mu^2}\,\frac{|\Gamma(1+i\nu)|^2}{2s^2}\,e^{-\pi\nu/2}=\frac{|\Gamma(1+i\nu)|^2}{\nu}\,e^{-\pi\nu/2}.$$

The reflection formula of the gamma function gives $|\Gamma(1+i\nu)|^2=i\nu\,\Gamma(i\nu)\Gamma(1-i\nu)=\pi\nu/\sinh\pi\nu$. The transmitted flux is therefore $\pi e^{-\pi\nu/2}/\sinh\pi\nu$.

**Left side, $s=-r\to-\infty$.** The exponent in (7) is now

$$-\frac{t^2}{2}+(1-i)rt=-\frac{[t-(1-i)r]^2}{2}-ir^2 .$$

Move the path of integration so that it runs from 0 down to $-ir$ and then parallel to the real axis. On the first leg $t=-iy$, and the real part of the exponent is $y^2/2-ry\le-ry/2$, so this leg contributes a term of order $1/r$. The second leg passes through $t=(1-i)r$, where the integrand is a Gaussian of unit width. Over that width $t^{i\nu}$ hardly changes when $r$ is large. Hence

$$w\to\sqrt{2\pi}\,[(1-i)r]^{i\nu}e^{-ir^2},\qquad |\psi_2|^2\to2\pi e^{\pi\nu/2}.$$

This is the reflected flux. With $R$ the reflection probability, the ratio of reflected to transmitted flux is

$$\frac RT=2\pi e^{\pi\nu/2}\,\frac{\sinh\pi\nu}{\pi e^{-\pi\nu/2}}=2e^{\pi\nu}\sinh\pi\nu=e^{2\pi\nu}-1 .$$

Flux conservation requires $R+T=1$, so $1/T=1+R/T=e^{2\pi\nu}$. With $2\nu=\mu^2=m^2/(AF)$,

$$T(k_y)=\exp\left[-\frac{\pi(\Delta^2+A^2k_y^2)}{AF}\right]. \tag{8}$$

The prefactor is one. For this Hamiltonian in an unbounded uniform field, (8) is exact for any size of the exponent, including the strong-field range where the WKB argument gives no reason to trust it.

Three limits show its content. For $F\to0$ at fixed $m>0$ the probability vanishes faster than any power of $F$. For $AF\gg m^2$ the gap is no obstacle and $T\to1$. For $\Delta=0$ and $k_y=0$ the two components in (5) decouple and $T=1$, while oblique carriers are still reflected because $Ak_y$ acts as a gap.

## 2. The transmitted distribution and a junction in numbers

The symbols carried over are $A=\hbar v$, the half-gap $\Delta=E_g/2$, the force $F$, the conserved transverse wavevector $k_y$, the local energy $\varepsilon$ and the enlarged half-gap $m=\sqrt{\Delta^2+A^2k_y^2}$. In a uniform field the tunnelling probability is $T=e^{-S}$ with $S=\pi m^2/(AF)$.

### Why the distribution is Gaussian

The exponent is a sum of a gap term and a transverse term, so the probability factorizes:

$$T(k_y)=T_0\,e^{-k_y^2/(2\sigma^2)},\qquad T_0=e^{-\pi\Delta^2/(AF)},\qquad \sigma^2=\frac{F}{2\pi A}. \tag{9}$$

The last relation follows from $\pi Ak_y^2/F=k_y^2/(2\sigma^2)$. No expansion in small $k_y$ was made. The gap is absent from $\sigma$ because $S$ is linear in $m^2$, and this linearity comes from the uniform field together with the two-band dispersion (2).

A probability is not yet a distribution of carriers. For that, the incident flux is needed. Filled valence states in $dk_x\,dk_y$ have density $dk_x\,dk_y/(2\pi)^2$ per area. Those moving toward the junction carry the flux

$$|v_x|\,\frac{dk_x\,dk_y}{(2\pi)^2}=\frac{dE}{2\pi\hbar}\,\frac{dk_y}{2\pi},$$

because $|v_x|\,dk_x=dE/\hbar$ at fixed $k_y$. Per unit energy, every open $k_y$ brings the same flux. After multiplication by (9) and normalization, the transmitted flux has the distribution

$$P(k_y)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-k_y^2/(2\sigma^2)} . \tag{10}$$

The transverse momentum $\hbar k_y$ has standard deviation $\hbar\sigma$. Three conditions apply:

- The occupations of the two contacts depend on energy alone. Thermal smearing then changes the total flux at each energy but not its shape in $k_y$.
- States on both sides are open over several $\sigma$.
- The quantity is flux. The density of transmitted carriers carries a further factor $1/v_x$, which favours large $k_y$ and makes that distribution broader than the flux distribution at the same energy.

For $A|k_y|\ll\Delta$ the transverse energy is $A^2k_y^2/(2\Delta)$. Setting $k_y^2/(2\sigma^2)$ equal to this energy divided by $k_BT^*$ gives

$$k_BT^*=\frac{A^2\sigma^2}{\Delta}=\frac{AF}{2\pi\Delta}.$$

The flux has a Boltzmann form in transverse energy, although nothing has been heated. $T^*$ expresses a width and is unrelated to the lattice temperature.

In an unbounded uniform field, the two-band model gives an exact tunnelling probability that is Gaussian in $k_y$, with a width independent of the gap. What remains is to find the current, put numbers to a junction, and examine the effects of a finite potential drop, non-uniform or abruptly ended fields, and corrections to the bands.
